# Loop Remanence Is Not Necessarily Polarization Retained at Zero Field

**Q:** I sweep a ferroelectric capacitor with a fast triangular voltage and integrate the current. The loop is saturated, it repeats cycle after cycle, and it is wide open at zero field. Half of that opening is the remanent polarization $P_r$. Since the field is zero at that point, $P_r$ must be what the film keeps when I leave it at zero volts. What could be wrong with that?

**A:** The word "leave". At the crossing the applied field is zero for an instant, and just before it the field was still supporting the written state. The loop shows what survives up to that instant. Repetition does not help, because each cycle writes the film afresh before the next crossing. Whether the state persists depends on how fast the polarization relaxes at zero applied field.

**Q:** Why should anything relax there? With no field there is no force.

**A:** There is no *applied* force, but a region of the film may feel an internal field, from trapped charge for instance, and thermal agitation is always present. Let us take a model in which both can be calculated.

The film consists of independent regions with polarization $+P_s$ (up) or $-P_s$ (down). The applied field $E$ is positive when it favours up. Each region also has a frozen internal field $E_i$. A volume $v$ must reverse to start the switching, over a barrier $W$ when the total field is zero. The field energy of that volume is $-P_sv(E+E_i)$ when up and $+P_sv(E+E_i)$ when down, and I take it as zero at the barrier top, where the polarization passes through zero. The barriers are therefore

$$W_{\rm up\to down}=W+P_sv(E+E_i),\qquad W_{\rm down\to up}=W-P_sv(E+E_i).$$

With attempt rate $\nu$ and thermal activation, the rates are

$$k_-=k_0e^{-(E+E_i)/E_a},\qquad k_+=k_0e^{+(E+E_i)/E_a},$$

$$k_0=\nu e^{-W/k_BT},\qquad E_a=\frac{k_BT}{P_sv}.$$

Here $k_-$ takes up to down and $k_+$ takes down to up. If $n$ is the probability that a region is up,

$$\frac{dn}{dt}=k_+(1-n)-k_-n .$$

The linear barrier law ends where a barrier reaches zero, at a total field $W/(P_sv)=E_aW/(k_BT)$. Beyond that I set the rate to $\nu$.

**Q:** So a region with $E_i<0$ is pushed down as soon as I remove the field. But my loop passes through zero too. Why does it not show the loss?

**A:** Because it allows very little time. Let the opposing field be $h=-E_i>0$, and let the applied field fall from $E_{\max}$ to zero at the constant rate $s=|dE/dt|$. Suppose $h$ is many times $E_a$. Near zero applied field the ratio $k_+/k_-=e^{2(E-h)/E_a}$ is then tiny, so a region that has gone down does not return, and $dn/dt=-k_-n$. At higher fields, where $k_+$ dominates, the region simply stays up. Starting from $n=1$ and using $dt=dE/s$ for the magnitude of each time step, we have at the crossing

$$-\ln n=\int k_-\,dt=\frac{k_0e^{h/E_a}}{s}\int_0^{E_{\max}}e^{-E/E_a}\,dE
=k_0e^{h/E_a}\,\frac{E_a}{s}\left(1-e^{-E_{\max}/E_a}\right).$$

For $E_{\max}\gg E_a$ the bracket is one. The factor $k_0e^{h/E_a}$ is the back-switching rate at zero applied field, so the ramp acts like a wait at zero field lasting

$$t_s=\frac{E_a}{s}.$$

I will call $t_s$ the age of the loop reading. If the film then waits at zero for a delay $t_d$, the exponent grows by $k_0e^{h/E_a}t_d$, and

$$n=\exp\!\left[-k_0e^{h/E_a}(t_s+t_d)\right].$$

The loop and the delayed read probe the same decay at two different ages.

**Q:** How does the age compare with the period of the loop? I would have guessed a quarter of it.

**A:** A triangular wave of period $T$ covers $4E_{\max}$ per cycle, so $s=4E_{\max}/T$ and

$$t_s=\frac{E_a}{4E_{\max}}\,T .$$

It is much shorter than a quarter period because back-switching is appreciable only in the last few $E_a$ before the crossing.

Take a model film with these inputs: $P_s=20$ µC/cm², thickness 10 nm, peak field 3 MV/cm (3 V), frequency 10 kHz, $T_{\rm film}=300$ K, $W=1.30$ eV, $\nu=10^{12}$ s⁻¹ and $v=6.5$ nm³. The barrier is $50.29\,k_BT$, so $k_BT=1.30/50.29=0.02585$ eV, or $4.142\times10^{-21}$ J. Then

$$E_a=\frac{4.142\times10^{-21}\ \text{J}}{(0.20\ \text{C/m}^2)(6.5\times10^{-27}\ \text{m}^3)}
=3.186\times10^6\ \text{V/m}=0.03186\ \text{MV/cm}.$$

The sweep rate is $4\times3\times10^4=1.2\times10^5$ MV/cm/s, which gives $t_s=0.03186/(1.2\times10^5)$ s $=0.2655$ µs. The period is 100 µs, about 377 times longer.

As a test of the age rule, the full rate equation, with both rates kept, was integrated for single regions whose opposing field makes the predicted exponent 0.7. At the crossing this field is 1.1929 MV/cm; after a 1 s delay it is 0.7105 MV/cm. In both cases the survival came out as 0.49659, which is $e^{-0.7}$.

**Q:** That is one region. A capacitor has many, and I measure their sum.

**A:** Then we need the distribution of internal fields. Take a Gaussian $g(E_i)$ of zero mean and width $\sigma$. While $k_0t\ll1$, regions with little or no opposing field remain up. At age $t$ the fraction that has switched back is

$$F(t)=\int g(h)\,S(h)\,dh,\qquad S(h)=1-\exp\!\left(-k_0t\,e^{h/E_a}\right).$$

The function $S$ rises from 0 to 1 within a few $E_a$. Let $G(h)=\int_h^\infty g\,dh'$ be the fraction of regions with opposing field above $h$. Since $g=-dG/dh$, integration by parts gives

$$F=\int G(h)\,\frac{dS}{dh}\,dh ,$$

with no boundary terms: $G$ vanishes at the upper end and $S$ at the lower. Now put $y=k_0t\,e^{h/E_a}$, so that $h=E_a[\ln y-\ln(k_0t)]$ and $dS=e^{-y}dy$. The weight $dS$ has total 1, and its mean position is

$$h^*=E_a\left[\ln\frac1{k_0t}+\int_0^\infty \ln y\;e^{-y}dy\right]
=E_a\left[\ln\frac1{k_0t}-\gamma\right],$$

where $\gamma=0.5772$ is Euler's constant. Expand $G$ about $h^*$. The linear term vanishes because $h^*$ is the mean, so to leading order in $E_a/\sigma$ we have $F=G(h^*)$. Regions with opposing field above the front $h^*$ have switched back, and those below it have not.

Each reversed region changes the polarization by $2P_s$, so

$$P(t)=P_s[1-2G(h^*)]=P_s\,\mathrm{erf}\!\left(\frac{h^*(t)}{\sqrt2\,\sigma}\right),$$

using $G(h)=\tfrac12[1-\mathrm{erf}(h/\sqrt2\sigma)]$ for the Gaussian. This needs $E_a\ll\sigma$, a front well above $E_a$, and a write field strong enough to set the regions that matter.

**Q:** So what does the model film show in the loop, and what is left after a second?

**A:** Choose $\sigma=0.5$ MV/cm. The zero-field rate is $k_0=10^{12}e^{-50.286}=1.449\times10^{-10}$ s⁻¹. For the loop, $k_0t_s=3.85\times10^{-17}$, and

$$h^*(t_s)=0.03186\,(37.80-0.577)=1.186\ \text{MV/cm}.$$

After one second, $\ln(1/k_0t)=22.655$ and

$$h^*(1\ \text{s})=0.03186\,(22.655-0.577)=0.703\ \text{MV/cm}.$$

The error-function argument is then $0.7034/0.7071=0.995$, and the formula gives 16.81 µC/cm². The table compares it with the rate equation solved for the whole ensemble. All rows start from the same 10 kHz write.

| Delay at zero field | Rate equation, µC/cm² | Formula, µC/cm² |
|---|---:|---:|
| none (loop) | 19.64 | 19.65 |
| 1 µs | 19.53 | 19.54 |
| 1 ms | 18.69 | 18.71 |
| 1 s | 16.78 | 16.81 |
| 1000 s | 13.29 | 13.33 |

The film keeps 85% of its loop remanence after one second. The loss between the loop reading and one second comes, to the printed accuracy, entirely from regions whose internal field opposes the up state.

The formula lies slightly high because the front has a width. The variance of $\ln y$ under the weight $e^{-y}$ is $\pi^2/6$, so the next term in $F$ is $\tfrac12G''(h^*)\,\pi^2E_a^2/6$. For the Gaussian, $G''=-g'=h^*g/\sigma^2$. Multiplying by $-2P_s$ gives

$$\delta P=-P_s\,\frac{\pi^2}{6}\,\frac{E_a^2h^*}{\sigma^2}\,g(h^*).$$

At one second $g(h^*)=0.297$ per MV/cm, so $\delta P=-0.03$ µC/cm², which accounts for the difference in that row.

**Q:** The decay looks slow. Could I wait until it stops and call the rest the true remanence?

**A:** In this model it does not settle at a useful value. Each decade of time lowers the front by $E_a\ln10$. Since $dP/dh^*=2P_sg(h^*)$,

$$-\frac{dP}{d\log_{10}t}=2P_s\,g(h^*)\,E_a\ln10 .$$

Near one second this is $2\times20\times0.297\times0.03186\times2.303=0.87$ µC/cm² per decade, and the rate equation gives the same to two digits. The loss per decade then grows, because the front moves towards the centre of the Gaussian, where there are more regions. This goes on until the front comes within a few $E_a$ of the centre, as $k_0t$ approaches one. There the front formula stops applying and the loss dies away.

At very long times each region reaches equilibrium. Setting $dn/dt=0$ at $E=0$ gives $2n-1=(k_+-k_-)/(k_++k_-)=\tanh(E_i/E_a)$. This averages to zero over a symmetric distribution, so the written polarization is a long-lived state and not the equilibrium one. "Retained" therefore needs a stated time and temperature.

**Q:** Surely the coercive field would warn me. Mine is more than 1 MV/cm, so the state looks firmly held.

**A:** The coercive field has the same age as the loop. Continue the sweep to an applied field $-E$. A region with internal field $E_i$ now feels an opposing field $E-E_i$, and the same integral over the ramp gives the exponent $k_0e^{(E-E_i)/E_a}t_s$. Regions with $E-E_i>h^*(t_s)$ have switched. Treating the front as sharp needs $E_a\ll\sigma$; with no spread at all, half the regions have switched when the exponent is $\ln2$, which puts the crossing about $0.21E_a$ higher. For a wide spread, half of a symmetric distribution meets this condition when $E=h^*(t_s)$, so

$$E_c=h^*(t_s).$$

For the model film this is 1.186 MV/cm, and the simulated loop crosses zero polarization at the same value. It is the opposing field that reverses a typical region in a fraction of a microsecond. When the field acts for a second, 0.703 MV/cm is enough.

**Q:** Then how do I measure what is left after a second?

**A:** Write the state, return to zero, wait, and apply a read pulse. Do this twice, after writing up and after writing down, with the same positive read pulse each time. Measure the charge from the start of the pulse to its top. Let $P_{\rm top}$ be the polarization there and $Q_\varepsilon=\varepsilon_0\varepsilon_rE_{\max}$ the linear dielectric charge per area. By the symmetry of the model the waiting states have polarizations $+P_{\rm ret}$ and $-P_{\rm ret}$, so

$$Q_{\rm same}=P_{\rm top}-P_{\rm ret}+Q_\varepsilon,\qquad
Q_{\rm opp}=P_{\rm top}+P_{\rm ret}+Q_\varepsilon .$$

If both pulses end in the same state, subtraction removes $P_{\rm top}$ and $Q_\varepsilon$:

$$P_{\rm ret}(t_d)=\tfrac12\,(Q_{\rm opp}-Q_{\rm same}).$$

With $\varepsilon_r=30$ and a delay of 1 s, the simulated charges are 44.745 and 11.181 µC/cm². Half their difference is 16.782 µC/cm², the retained value in the table. The same-state charge is instructive too. The dielectric part is 7.969 µC/cm², which leaves 3.21 µC/cm² for regions that had switched back and were rewritten by the read.

If the read pulse is too weak to bring both histories to the same state, $P_{\rm top}$ does not cancel and the formula fails. If the film favours one polarity, the half-difference is the mean of the two retained polarizations, each counted as positive along its written direction, and each must be examined separately.

**Q:** I would rather avoid pulses. Can I not slow the loop until its age is one second?

**A:** For this model film, yes, because its front stays far above $E_a$ and regions that have gone down do not return. Where both rates matter near zero field, the two measurements differ. With the peak field unchanged, the period must be $377$ times one second, or 377 s. The simulated slow loop then gives 16.78 µC/cm², in agreement with the delayed read.

Leakage can spoil this. Suppose the film conducts ohmically with peak current density $J_{\max}$. In the positive half cycle the current is a triangle of height $J_{\max}$ and duration $T/2$, which carries the charge $\tfrac12J_{\max}(T/2)=J_{\max}T/4$. The negative half cycle removes it again. Once the loop is centred, the integrated charge at the two zero crossings is therefore

$$P_{\rm false}=\pm\frac{J_{\max}T}{8}.$$

With a rough $J_{\max}=10^{-4}$ A/cm², the 10 kHz loop gains about 0.001 µC/cm², which is negligible. The 377 s loop gains $10^{-4}\times376.6/8=4.7\times10^{-3}$ C/cm², or about 4700 µC/cm², and the ferroelectric signal is buried. In the delayed measurement no voltage is applied during the wait, so this ohmic charge does not build up.

**Q:** Are you saying, then, that loop remanence always overstates retention?

**A:** No. Keep everything else fixed and narrow the internal fields to $\sigma=0.1$ MV/cm. The front at one second is still at 0.703 MV/cm, now seven widths from the centre, and almost no region lies beyond it. The loop and the one-second read both give 20.00 µC/cm². For that film and that delay, your reading would be right.

The opposite case is a film with no internal fields and a barrier of only 0.60 eV, for which $k_0=83.26$ s⁻¹. At zero field both rates equal $k_0$, and with $m=2n-1$ the rate equation becomes

$$\frac{dm}{dt}=2\left[k_0(1-n)-k_0n\right]=-2k_0m,\qquad m(t)=m(0)e^{-2k_0t}.$$

The polarization decays with a time constant $1/(2k_0)=6.0$ ms. During the ramp, the probability of going down is at most $\int k_-dt=k_0t_s=2.2\times10^{-5}$, so the 10 kHz loop is almost fully open: 19.999 µC/cm², with a coercive field of 0.33 MV/cm. After one second the exponent is about $-167$ and nothing is left. No internal field is needed here; thermal switching in both directions mixes the states. The age rule, which drops the return rate, does not carry over to slow loops of this film. On a slow ramp $m$ follows $\tanh(E/E_a)$ with a lag, and for $k_0t_s\gg1$ it reaches the crossing with $m\approx1/(2k_0t_s)$. A loop of age 1 s would therefore show about 0.12 µC/cm², not $P_se^{-167}$.

So an open loop is compatible with complete retention and with none. What decides is how much of the film relaxes between the age $t_s$ and the delay that matters.

**Q:** Does a real film behave like your first one?

**A:** Its polarization, thickness and coercive field lie in the rough regime of a 10 nm ferroelectric hafnium-oxide film. The barrier, activation volume and spread of internal fields are chosen, not measured. Losing about a third of the loop value in 1000 s would be poor for a non-volatile memory, which is meant to hold its state for years, so the example should not be read as typical retention of that material.

The regions of a real capacitor need not be independent. Let a non-ferroelectric layer of thickness $t_l$ lie in series with the film, the total thickness being $d$ and both permittivities $\varepsilon_r$. At zero voltage the fields in film and layer satisfy

$$E_f(d-t_l)+E_lt_l=0,\qquad \varepsilon_0\varepsilon_rE_f+P=\varepsilon_0\varepsilon_rE_l .$$

The second equation gives $E_l=E_f+P/(\varepsilon_0\varepsilon_r)$. Inserting this in the first,

$$E_f=-\frac{P\,t_l}{\varepsilon_0\varepsilon_r d}.$$

For $t_l=0.2$ nm, $\varepsilon_r=30$ and $P=P_s$ this field is 0.151 MV/cm against the written state. The layer itself then carries about 7.4 MV/cm, more than the rough breakdown field of 4 MV/cm used below for the film. A real layer this thin may let charge through, which would screen part of the polarization and change the feedback. The numbers that follow are for the idealized limit of a perfectly insulating layer. With the feedback included through the mean polarization, the film's polarization falls from 19.2 µC/cm² at the loop crossing to 15.1 µC/cm² after one second, compared with 16.8 µC/cm² without the layer.

Temperature matters too. At 358 K, with the barrier and internal fields held fixed and no layer, the loop still gives 19.4 µC/cm², but only 14.2 µC/cm² remains after one second. The loop remanence has fallen by only about 1%, while the loss between the loop reading and one second has nearly doubled.

The circuit has little effect in this example: for a 2500 µm² capacitor and 50 Ω in series, the largest voltage drop is about 5 mV out of 3 V. The peak field is 0.75 of a rough breakdown field of 4 MV/cm, so raising the write field much further would be risky. The single age $E_a/s$, the factor 377 and the fixed drop of the front per decade all come from the barrier being linear in the field. Switching in real films is often described by other laws, such as a rate $\nu e^{-\alpha/F}$ in the net opposing field $F$. Then $E_a$ is replaced roughly by the local value $(d\ln k/dF)^{-1}=F^2/\alpha$, the age differs from region to region, and the slow-loop period that matches a given delay cannot be taken from the fast-loop ratio. Fatigue and slow charge trapping are left out. Trapping can change the internal fields during the wait, and then the age rule, which assumes them frozen, no longer holds.

**Q:** So when I report a value, I should call the fast-loop number the remanence at that frequency, and give the retained polarization with its delay and temperature?

**A:** Yes, and state the write and read pulses as well. The first number then tells a reader how far the loop opens, and the second what was still there when the film was read. The numerical output below gives the values for all the cases we discussed.

## Numbers as computed

```
Spontaneous polarization: 20.0 uC/cm2
Film thickness: 10.0 nm; peak voltage: 3.00 V
Peak field: 3.00 MV/cm; loop frequency: 10.0 kHz
Sweep rate: 1.200e+05 MV/cm/s
Temperature: 300 K; barrier: 1.30 eV = 50.29 kT
Attempt rate: 1.0e+12 1/s; activation volume: 6.50 nm3
Internal-field width sigma: 0.50 MV/cm
Activation field E_a: 0.03186 MV/cm
Zero-field rate k0: 1.449e-10 1/s; 1/k0: 6.903e+09 s
Effective age of loop: 0.2655 us
Loop period / effective age: 376.6
One region, delay 0.000e+00 s, opposing field 1.1929 MV/cm: survival 0.49659
One region, delay 5.310e-07 s, opposing field 1.1579 MV/cm: survival 0.49659
One region, delay 1.000e+00 s, opposing field 0.7105 MV/cm: survival 0.49659
Loop front field: 1.1859 MV/cm
Loop coercive field, simulated: 1.1859 MV/cm
Loop remanence, simulated: 19.638 uC/cm2
Loop remanence, formula: 19.646 uC/cm2
Delay 1e-06 s: front 1.1361 MV/cm; retained 19.529, formula 19.539 uC/cm2
Delay 1e-03 s: front 0.9235 MV/cm; retained 18.687, formula 18.705 uC/cm2
Delay 1e+00 s: front 0.7034 MV/cm; retained 16.782, formula 16.811 uC/cm2
Delay 1e+03 s: front 0.4833 MV/cm; retained 13.294, formula 13.326 uC/cm2
Retained after 1 s / loop remanence: 0.8546
Loss per decade near 1 s: simulated 0.874, formula 0.870 uC/cm2
Share of loss from opposing internal fields: 1.000000
Dielectric charge at read peak: 7.969 uC/cm2
Read charge after 1 s, same state: 11.181 uC/cm2
Read charge after 1 s, opposite state: 44.745 uC/cm2
Half the charge difference: 16.782 uC/cm2
Slow-loop period for age 1 s: 376.6 s
Slow-loop remanence without leakage: 16.782 uC/cm2
Narrow film, sigma 0.10 MV/cm: loop 20.000, after 1 s 20.000 uC/cm2
Volatile film, barrier 0.60 eV, sigma 0: k0 83.26 1/s
Volatile film: loop 19.999, after 1 s 0.000 uC/cm2; coercive field 0.330 MV/cm
Interface layer 0.20 nm, relative permittivity 30: depolarizing field 0.151 MV/cm
With depolarization feedback: loop 19.237, after 1 s 15.142 uC/cm2
At 358 K: loop 19.424, after 1 s 14.165 uC/cm2
Rough peak leakage: 1.0e-04 A/cm2
False remanence from leakage: fast loop 0.00125, slow loop 4707.9 uC/cm2
Capacitor area: 2500 um2; series resistance: 50 ohm
Largest series voltage drop: 5.17 mV
Rough breakdown field: 4.0 MV/cm; peak field / breakdown field: 0.75
```
